# Migration barriers under homogeneous strain from elastic dipoles, derived two ways: test program

```python
# RESULT UNDER TEST: a small homogeneous strain eps changes a migration barrier by
#   -sum_ij eps_ij (P_saddle - P_minimum)_ij,   P_ij = -dE/d(eps_ij),
# so hops that are equivalent in the unstrained crystal can become inequivalent.
# Test system: vacancy in an fcc crystal, Sutton-Chen form of energy,
#   E = A sum_pairs (a/r)^14 t(r) - B sum_atoms sqrt( sum_neighbours (a/r)^6 t(r) ),
# t = smooth cutoff.  A and B follow from rough iridium values of the lattice
# parameter a and cohesive energy.  Lengths in nm, energies in eV.
# Formula side: virial tensor of unstrained states.  Direct side: energies of
# minima and saddles relaxed in crystals that are really strained.
from itertools import permutations, product
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize

a = 0.384                 # lattice parameter, rough value for Ir
cohesive = 6.9            # cohesive energy per atom, rough value for Ir
mass_u = 192.2            # atomic mass of Ir
temperature = 1000.0      # annealing temperature, K
film_strain = 0.005       # in-plane biaxial strain
expansion = 7e-6          # rough linear thermal expansion, 1/K
n_rep, n_att = 14, 6
r_on, r_cut = 1.10 * a, 1.45 * a
I3 = np.eye(3)
to_GPa = const.e * 1e27 / 1e9
kT = const.k * temperature / const.e


def radial(r):
    """Repulsion and density functions with their r-derivatives."""
    w = r_cut - r_on
    x = np.clip((r - r_on) / w, 0.0, 1.0)
    t = 1 - x**3 * (10 - 15 * x + 6 * x * x)
    dt = -30 * x * x * (1 - x)**2 / w
    q = (a / r)**2
    att = q * q * q
    rep = att * att * q
    return (rep * t, rep * (dt - n_rep * t / r),
            att * t, att * (dt - n_att * t / r))


def fcc_sites(n):
    grid = np.array(list(product(range(n), repeat=3)), float)
    basis = np.array([[0, 0, 0], [.5, .5, 0], [.5, 0, .5], [0, .5, .5]])
    return a * (grid[:, None] + basis).reshape(-1, 3)


def wrap(d, box):
    return d - box * np.round(d / box)


# Strengths A, B: given cohesive energy and zero pressure at a.
r_shell = np.linalg.norm(wrap(fcc_sites(4)[1:], 4 * a), axis=1)
rep, drep, att, datt = radial(r_shell)
root = np.sqrt(att.sum())
A, B = np.linalg.solve(
    [[rep.sum() / 2, -root],
     [(r_shell * drep).sum() / 2, -(r_shell * datt).sum() / (2 * root)]],
    [-cohesive, 0.0])


class Crystal:
    """Periodic cell of n^3 cubes: perfect, with a vacancy, or at a hop saddle."""

    def __init__(self, n, hop=None, vacancy=True):
        x, box = fcc_sites(n), n * a
        if vacancy:
            x = x[1:].copy()
        self.partner = None
        if hop is not None:
            target = a / 2 * np.array(hop, float)
            jumper = np.argmin((wrap(x - target, box)**2).sum(1))
            x[jumper] = target / 2
            # atom onto which inversion through the hop midpoint maps each atom
            image = wrap(target - x[:, None] - x[None], box)
            self.partner = np.argmin((image**2).sum(-1), axis=1)
        i, j = np.triu_indices(len(x), 1)
        d = wrap(x[j] - x[i], box)
        keep = (d**2).sum(1) < (r_cut + 0.15 * a)**2
        self.i, self.j, self.d0 = i[keep], j[keep], d[keep]
        self.N = len(x)
        self.start = np.zeros((self.N, 3))

    def evaluate(self, u, F=I3):
        """Energy, gradient in reference displacements u, and -dE/dF at F = 1."""
        i, j, N = self.i, self.j, self.N
        d = (self.d0 + u[j] - u[i]) @ F
        r = np.sqrt((d * d).sum(1))
        rep, drep, att, datt = radial(r)
        s = np.sqrt(np.bincount(i, att, N) + np.bincount(j, att, N))
        energy = A * rep.sum() - B * s.sum()
        slope = A * drep - 0.5 * B * (1 / s[i] + 1 / s[j]) * datt
        f = (slope / r)[:, None] * d
        g = f @ F
        grad = np.stack([np.bincount(j, g[:, c], N) - np.bincount(i, g[:, c], N)
                         for c in range(3)], axis=1)
        return energy, grad, -f.T @ d

    def relax(self, strain=None):
        """Stationary state; saddles are relaxed in inversion-symmetric space."""
        F = I3 if strain is None else I3 + strain
        scale = 0.005

        def target(y):
            e, g, _ = self.evaluate(scale * y.reshape(-1, 3), F)
            if self.partner is not None:
                g = 0.5 * (g - g[self.partner])
            return e, scale * g.ravel()

        res = minimize(target, self.start.ravel() / scale, jac=True,
                       method="L-BFGS-B",
                       options=dict(maxcor=20, maxiter=500, ftol=0.0, gtol=1e-7))
        u = scale * res.x.reshape(-1, 3)
        energy, grad, dipole = self.evaluate(u, F)
        assert np.abs(grad).max() < 5e-3      # eV/nm, all directions
        if strain is None:
            self.start = u
        return energy, u, dipole

    def curvatures(self, strain):
        """Hessian eigenvalues (eV/nm^2) without the three translations."""
        F = I3 + strain
        u = self.relax(strain)[1].ravel()
        h, size = 1e-5, 3 * self.N
        H = np.empty((size, size))
        for k in range(size):
            v = u.copy()
            v[k] += h
            plus = self.evaluate(v.reshape(-1, 3), F)[1]
            v[k] -= 2 * h
            H[k] = (plus - self.evaluate(v.reshape(-1, 3), F)[1]).ravel() / (2 * h)
        K = np.kron(np.eye(self.N), np.linalg.inv(F))   # to physical coordinates
        H = K @ (H + H.T) @ K / 2
        lam = np.linalg.eigvalsh(H)
        lam = lam[np.argsort(np.abs(lam))]
        assert abs(lam[2]) < 1e-2 * abs(lam[3])
        return np.sort(lam[3:])


# Perfect crystal: zero stress and elastic constants
perfect = Crystal(4, vacancy=False)
zero_u = np.zeros((perfect.N, 3))
E_perfect, _, stress_term = perfect.evaluate(zero_u)
assert np.abs(stress_term).max() < 1e-6
assert abs(E_perfect / perfect.N + cohesive) < 1e-9


def stiffness(direction, h=1e-3):
    e = [perfect.evaluate(zero_u, I3 + s * h * np.diag(direction))[0]
         for s in (1, -1)]
    return (sum(e) - 2 * E_perfect) / h**2 / (4 * a)**3


C11 = stiffness([1., 0, 0])
C12 = stiffness([1., 1, 0]) / 2 - C11
assert C11 > C12 > 0
film = film_strain * np.diag([1, 1, -2 * C12 / C11])

# Unstrained minimum and saddles
hops = [(1, 1, 0), (1, -1, 0), (1, 0, 1), (1, 0, -1), (0, 1, 1), (0, 1, -1)]
minimum = Crystal(4)
saddles = [Crystal(4, hop) for hop in hops]
E_min, _, P_min = minimum.relax()
relaxed = [s.relax() for s in saddles]
barriers0 = np.array([r[0] - E_min for r in relaxed])
assert np.ptp(barriers0) < 1e-7 and barriers0[0] > 0
P_sad = relaxed[0][2]
dP = P_sad - P_min
assert np.abs(P_min - I3 * np.trace(P_min) / 3).max() < 0.02
pattern = np.array([[dP[0, 0], dP[0, 1], 0], [dP[0, 1], dP[0, 0], 0],
                    [0, 0, dP[2, 2]]])
assert np.abs(dP - pattern).max() < 0.02


def rotated(tensor, hop):
    """Tensor of the [110] hop carried to another hop by a cubic operation."""
    for perm in permutations(range(3)):
        for signs in product((1, -1), repeat=3):
            R = np.diag(signs) @ I3[list(perm)]
            if np.allclose(R @ np.array([1, 1, 0]), hop):
                return R @ tensor @ R.T


def barriers(strain, which):
    e = minimum.relax(strain)[0]
    return np.array([saddles[k].relax(strain)[0] - e for k in which])


# General strain, six hop axes: odd part of the relaxed barrier against the law
general = 1e-4 * np.array([[4., 2, -1], [2, -3, 3], [-1, 3, 2]])
direct = (barriers(general, range(6)) - barriers(-general, range(6))) / 2
law = np.array([-np.sum(general * rotated(dP, hop)) for hop in hops])
general_error = np.abs(direct - law).max()
assert general_error < 5e-6 and np.ptp(direct) > 1e-4
mean_law = -np.trace(general) * np.trace(dP) / 3
assert abs(direct.mean() - mean_law) < 5e-6

# Isotropic strain shifts the barriers but does not split them
iso = barriers(0.002 * I3, [0, 2])
assert abs(iso[0] - iso[1]) < 1e-7 and abs(iso[0] - barriers0[0]) > 1e-4

# Strained film: in-plane hop [110], out-of-plane hop [101]
dP_out = rotated(dP, hops[2])
shift = np.array([-np.sum(film * dP), -np.sum(film * dP_out)])
plus, minus = barriers(film, [0, 2]), barriers(-film, [0, 2])
even = (plus + minus) / 2 - barriers0[[0, 2]]
half = (barriers(film / 2, [0]) + barriers(-film / 2, [0]))[0] / 2 - barriers0[0]
assert abs(even[0] - 4 * half) < 0.05 * abs(even[0]) + 2e-6
split = shift[0] - shift[1]
split_formula = (dP[2, 2] - dP[0, 0]) * (film[0, 0] - film[2, 2])
assert abs(split - split_formula) < 1e-4
split_direct = plus[0] - plus[1]

# Rates and vacancy diffusion tensor from an explicit sum over twelve hops
rate_ratio = np.exp(-split / kT)
D = np.zeros((3, 3))
for hop in hops:
    rate = np.exp(np.sum(film * rotated(dP, hop)) / kT)
    for sign in (1, -1):
        d = sign * a / 2 * np.array(hop)
        D += rate * np.outer(d, d) / 2
D_ratio = D[0, 0] / D[2, 2]
assert abs(D_ratio / ((1 + rate_ratio) / 2) - 1) < 0.01   # residual forces in dP

# Vibrations in a 108-site cell: saddle order, prefactors, tunnelling
small = [Crystal(3), Crystal(3, hops[0]), Crystal(3, hops[2])]
for c in small:
    c.relax()
free_saddle = small[1].curvatures(0 * I3)
assert (free_saddle < 0).sum() == 1
lam_min, lam_in, lam_out = [c.curvatures(film) for c in small]
assert (lam_min > 0).all()
to_omega = np.sqrt(const.e / 1e-18 / (mass_u * const.atomic_mass))
prefactor = []
for lam in (lam_in, lam_out):
    assert (lam < 0).sum() == 1
    log_ratio = (np.log(lam_min).sum() - np.log(lam[1:]).sum()) / 2
    prefactor.append(np.exp(log_ratio) * to_omega / (2 * np.pi) / 1e12)
omega = np.sqrt(-lam_in[0]) * to_omega
tunnelling = (const.hbar * omega / (const.k * temperature))**2 / 24

# Supercell convergence
large_min, large_sad = Crystal(6).relax(), Crystal(6, hops[0]).relax()
dP_large = large_sad[2] - large_min[2]
barrier_large = large_sad[0] - large_min[0]
split_large = -np.sum(film * (dP_large - rotated(dP_large, hops[2])))
assert abs(split_large / split - 1) < 0.1

thermal_strain = expansion * (temperature - 300)
thermal_shift = -thermal_strain * np.trace(dP)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Lattice parameter (rough Ir)", a, "nm", 3)
show("Cohesive energy (rough Ir)", cohesive, "eV", 1)
show("Repulsion strength A", A, "eV", 6)
show("Density strength B", B, "eV", 5)
show("Cutoff starts at", r_on, "nm")
show("Cutoff ends at", r_cut, "nm")
show("C11 of model", C11 * to_GPa, "GPa", 0)
show("C12 of model", C12 * to_GPa, "GPa", 0)
show("Bulk modulus of model", (C11 + 2 * C12) / 3 * to_GPa, "GPa", 0)
print("Sites in main cell:", perfect.N)
show("Unstrained barrier", barriers0[0], "eV")
show("P minimum, xx=yy=zz", np.trace(P_min) / 3, "eV", 3)
show("P saddle [110], xx=yy", P_sad[0, 0], "eV", 3)
show("P saddle [110], zz", P_sad[2, 2], "eV", 3)
show("P saddle [110], xy", P_sad[0, 1], "eV", 3)
show("Delta P, xx=yy (A)", dP[0, 0], "eV", 3)
show("Delta P, zz (C)", dP[2, 2], "eV", 3)
show("Delta P, xy (D)", dP[0, 1], "eV", 3)
print("General strain xx,yy,zz,xy,xz,yz (1e-4):",
      *[f"{general[p] * 1e4:.0f}" for p in
        [(0, 0), (1, 1), (2, 2), (0, 1), (0, 2), (1, 2)]])
for hop, x, y in zip(hops, direct, law):
    print(f"Hop {hop}: direct {x * 1e3:.4f} meV, law {y * 1e3:.4f} meV")
show("Largest deviation, general strain", general_error * 1e3, "meV", 5)
show("Mean shift of six hops, direct", direct.mean() * 1e3, "meV")
show("Mean shift from traces", mean_law * 1e3, "meV")
show("Isotropic 0.2 % strain: shift", (iso[0] - barriers0[0]) * 1e3, "meV", 2)
print(f"Isotropic 0.2 % strain: splitting {abs(iso[0] - iso[1]) * 1e3:.1e} meV")
show("Film in-plane strain", film[0, 0] * 100, "%", 3)
show("Film normal strain", film[2, 2] * 100, "%", 3)
show("In-plane hop shift, law", shift[0] * 1e3, "meV", 2)
show("In-plane hop shift, relaxed", (plus[0] - barriers0[0]) * 1e3, "meV", 2)
show("Out-of-plane hop shift, law", shift[1] * 1e3, "meV", 2)
show("Out-of-plane hop shift, relaxed", (plus[1] - barriers0[2]) * 1e3, "meV", 2)
show("Barrier in-plane minus out, law", split * 1e3, "meV", 2)
show("Barrier in-plane minus out, relaxed", split_direct * 1e3, "meV", 2)
show("Even-in-strain part, in-plane", even[0] * 1e3, "meV", 3)
show("Even-in-strain part, half strain", half * 1e3, "meV", 3)
show("Even-in-strain part, out-of-plane", even[1] * 1e3, "meV", 3)
show("Annealing temperature", temperature, "K", 0)
show("Thermal energy kT", kT * 1e3, "meV", 2)
show("Rate ratio in/out, law", rate_ratio)
show("Rate ratio in/out, relaxed barriers", np.exp(-split_direct / kT))
show("Diffusion ratio Dxx/Dzz, law", D_ratio)
show("Prefactor in-plane (108 sites)", prefactor[0], "THz", 3)
show("Prefactor out-of-plane (108 sites)", prefactor[1], "THz", 3)
show("Prefactor ratio in/out", prefactor[0] / prefactor[1])
print("Unstable modes at unstrained saddle:", (free_saddle < 0).sum())
show("Leading tunnelling correction to rate", tunnelling * 100, "%", 3)
show("Thermal strain from 300 K (rough)", thermal_strain * 100, "%", 2)
show("Thermal shift common to all hops", thermal_shift * 1e3, "meV", 1)
show("Barrier change, 256 to 864 sites", (barrier_large - barriers0[0]) * 1e3,
     "meV", 2)
show("Splitting change, 256 to 864 sites", (split_large - split) * 1e3, "meV", 2)
print("PASS")
```

Running it gives:

```
Lattice parameter (rough Ir): 0.384 nm
Cohesive energy (rough Ir): 6.9 eV
Repulsion strength A: 0.002638 eV
Density strength B: 0.86227 eV
Cutoff starts at: 0.4224 nm
Cutoff ends at: 0.5568 nm
C11 of model: 528 GPa
C12 of model: 340 GPa
Bulk modulus of model: 403 GPa
Sites in main cell: 256
Unstrained barrier: 2.3944 eV
P minimum, xx=yy=zz: -5.893 eV
P saddle [110], xx=yy: 1.386 eV
P saddle [110], zz: 20.697 eV
P saddle [110], xy: -2.442 eV
Delta P, xx=yy (A): 7.280 eV
Delta P, zz (C): 26.591 eV
Delta P, xy (D): -2.442 eV
General strain xx,yy,zz,xy,xz,yz (1e-4): 4 -3 2 2 -1 3
Hop (1, 1, 0): direct -5.0692 meV, law -5.0691 meV
Hop (1, -1, 0): direct -7.0230 meV, law -7.0231 meV
Hop (1, 0, 1): direct 3.1210 meV, law 3.1210 meV
Hop (1, 0, -1): direct 4.0979 meV, law 4.0979 meV
Hop (0, 1, 1): direct -8.4429 meV, law -8.4429 meV
Hop (0, 1, -1): direct -11.3737 meV, law -11.3737 meV
Largest deviation, general strain: 0.00008 meV
Mean shift of six hops, direct: -4.1150 meV
Mean shift from traces: -4.1150 meV
Isotropic 0.2 % strain: shift: -81.14 meV
Isotropic 0.2 % strain: splitting 2.3e-10 meV
Film in-plane strain: 0.500 %
Film normal strain: -0.645 %
In-plane hop shift, law: 98.66 meV
In-plane hop shift, relaxed: 93.71 meV
Out-of-plane hop shift, law: -122.41 meV
Out-of-plane hop shift, relaxed: -121.44 meV
Barrier in-plane minus out, law: 221.08 meV
Barrier in-plane minus out, relaxed: 215.15 meV
Even-in-strain part, in-plane: -4.983 meV
Even-in-strain part, half strain: -1.246 meV
Even-in-strain part, out-of-plane: 0.831 meV
Annealing temperature: 1000 K
Thermal energy kT: 86.17 meV
Rate ratio in/out, law: 0.0769
Rate ratio in/out, relaxed barriers: 0.0824
Diffusion ratio Dxx/Dzz, law: 0.5384
Prefactor in-plane (108 sites): 0.846 THz
Prefactor out-of-plane (108 sites): 1.003 THz
Prefactor ratio in/out: 0.8432
Unstable modes at unstrained saddle: 1
Leading tunnelling correction to rate: 0.064 %
Thermal strain from 300 K (rough): 0.49 %
Thermal shift common to all hops: -201.6 meV
Barrier change, 256 to 864 sites: -7.34 meV
Splitting change, 256 to 864 sites: 2.89 meV
PASS
```
